# Gelfand-Tsetlin and Yamanouchi-Kotani spin functions: equivalence, phase and determinant coefficients, part 2

We seek the determinant coefficients of Yamanouchi-Kotani (YK) and Gelfand-Tsetlin (GT) configuration state functions (CSFs), and their relative phase. Spins are in units of $\hbar$.

There are $n$ ordered orthonormal orbitals with creators $a^\dagger_{i\sigma}$, $\sigma=\alpha,\beta$. Determinants have creators in ascending orbital order, $\alpha$ before $\beta$. The generators $E_{ij}=\sum_\sigma a^\dagger_{i\sigma}a_{j\sigma}$, with $E_{ij}^\dagger=E_{ji}$, obey

$$[E_{ij},E_{kl}]=\delta_{jk}E_{il}-\delta_{il}E_{kj}. \tag{1}$$

Those with $i,j\le k$ generate $U(k)$. The first $k$ orbitals hold $N_k$ electrons with spin $\mathbf S_k$, both built from $T_{\sigma\tau}=\sum_{i\le k}a^\dagger_{i\sigma}a_{i\tau}$. For $i,j\le k$,

$$[E_{ij},T_{\sigma\tau}]=a^\dagger_{i\sigma}a_{j\tau}-a^\dagger_{i\sigma}a_{j\tau}=0. \tag{2}$$

The Casimir operator $C_2(k)=\sum_{i,j\le k}E_{ij}E_{ji}$ is

$$\boxed{C_2(k)=(k+2)N_k-\tfrac12N_k^2-2\mathbf S_k^2.}\tag{3}$$

A sector $(N,S,M)$ has fixed electron number, total spin and projection. A subspace is irreducible if the generators map it into itself and no smaller nonzero subspace has this property. A GT function lies in a nested chain of subspaces irreducible under $U(1),\dots,U(n)$.

With $b_k=2S_k$ and $b_0=0$, the step vector $d$ has entries 0 (empty), 1 (single, $b_k=b_{k-1}+1$), 2 (single, $b_k=b_{k-1}-1$) and 3 (double); no $b_k$ is negative. Tables also list $a_k=N_k/2-S_k$ and $c_k=k-a_k-b_k$.

The YK function is

$$\Psi_{\rm YK}=2^{-n_d/2}\,\mathcal A\left[\varphi(1)\cdots\varphi(N)\,X\right],$$

with $n_d$ doubly occupied orbitals, antisymmetrizer $\mathcal A$, and a genealogical spin function $X$ built by adding one spin at a time. Singlet pairs come first, then the open shells in ascending order. Pair creators move to their orbital places without a sign.

GT and YK functions with the same orbital order, $d$ and $M$ are equal up to a phase.

### Adding one spin

Let the earlier orbitals have spin $S$, and add a singly occupied orbital. For total projection $M$, write

$$|J,M\rangle=x\,|S,M-\tfrac12\rangle\alpha+y\,|S,M+\tfrac12\rangle\beta .$$

The square of the total spin is $\mathbf S^2+\tfrac34+2S_zs_z+S_+s_-+S_-s_+$. Its diagonal elements in these two states are $S(S+1)+\tfrac34+(M-\tfrac12)$ and $S(S+1)+\tfrac34-(M+\tfrac12)$. With $L=S+\tfrac12$, they equal $L^2+M$ and $L^2-M$. The off-diagonal element is

$$R=\sqrt{(S-M+\tfrac12)(S+M+\tfrac12)}=\sqrt{L^2-M^2}.$$

The matrix is therefore

$$L^2+\begin{pmatrix}M&R\\R&-M\end{pmatrix},$$

with eigenvalues $L^2\pm L$. The upper sign is $J(J+1)$ for $J=L=S+\tfrac12$, and the lower sign for $J=L-1=S-\tfrac12$.

For the upper sign, $(M-L)x+Ry=0$ gives $y/x=\sqrt{(L-M)/(L+M)}$, so

$$x=\sqrt{\frac{L+M}{2L}},\qquad y=\sqrt{\frac{L-M}{2L}}\qquad(J=L).$$

For the lower sign, $(M+L)x+Ry=0$ gives $x/y=-\sqrt{(L-M)/(L+M)}$, so

$$x=-\sqrt{\frac{L-M}{2L}},\qquad y=\sqrt{\frac{L+M}{2L}}\qquad(J=L-1).$$

The Condon-Shortley convention makes the component with the largest earlier projection positive in the state $M=J$. This is $x$ in the first case and $y$ in the second.

The signs must also agree between different $M$, so that $J_-$ has positive elements $\sqrt{(J+M)(J-M+1)}$. For $J=L$, the $\beta$ component of $J_-|J,M\rangle$ is

$$x+y\sqrt{(L+M)(L-M)}=\sqrt{\frac{L+M}{2L}}\,(1+L-M),$$

which equals $\sqrt{(L+M)(L-M+1)}\;y(M-1)$. For $J=L-1$, the $\alpha$ component is

$$x(M)\sqrt{(L+M-1)(L-M+1)}=\sqrt{(L+M-1)(L-M)}\;x(M-1).$$

Both have the required form.

### The product formula

Let $m_k=2M_k$ be the number of $\alpha$ electrons minus the number of $\beta$ electrons in the first $k$ orbitals of a determinant. Put $L=b_k/2$ for $d_k=1$ and $L=(b_k+2)/2$ for $d_k=2$. The factors become

$$\begin{aligned}
d_k=1:\quad&f_k(\alpha)=\sqrt{\frac{b_k+m_k}{2b_k}},&f_k(\beta)&=\sqrt{\frac{b_k-m_k}{2b_k}},\\
d_k=2:\quad&f_k(\alpha)=-\sqrt{\frac{b_k+2-m_k}{2b_k+4}},&f_k(\beta)&=\sqrt{\frac{b_k+2+m_k}{2b_k+4}}.
\end{aligned}\tag{7}$$

For $d_k=0$ or 3, $f_k=1$. Any mismatch of orbital occupation gives $f_k=0$.

A determinant fixes the spin in each orbital and hence every running projection $m_k$. At each coupling stage one term contributes to it. There is no sum over intermediate projections. The factors (7) do not contain $M$, so the condition $m_n=2M$ must be imposed separately: a determinant with another projection has coefficient zero. For a determinant $D$ with $m_n=2M$,

$$\boxed{\langle D|{\rm YK},d,M\rangle=\prod_{k=1}^nf_k.}\tag{8}$$

The product must stop at its first zero. A path with $|m_k|>b_k$ is impossible, and (7) detects it. Steps 0, 1 and 3 cannot create a first violation. Step 2 can do so when $|m_{k-1}|=b_{k-1}$ and the new spin points the same way. Then $m_k=\pm(b_k+2)$, and the factor for that spin is zero. Later square roots could have negative arguments, but they are never reached.

Formula (7) has a simple limit. For large $b_k$ at fixed $m_k/b_k=\cos\vartheta$, the factors for step 1 are $\cos(\vartheta/2)$ and $\sin(\vartheta/2)$. These are the amplitudes of a spin $\tfrac12$ aligned with a classical vector at angle $\vartheta$ to the axis. For step 2 they tend to $-\sin(\vartheta/2)$ and $\cos(\vartheta/2)$, the amplitudes of a spin opposed to that vector.

### A reference state for the phase

A phase can be compared once the GT phases have been chosen. The convention used here makes every matrix element of every raising generator $E_{k,k+1}$ nonnegative, and makes the coefficients of the highest-weight vector positive. That vector is the one annihilated by all $E_{k,k+1}$. It must be shown to be unique.

Let $v$ be such a vector in the sector $(N,S,M)$. The occupation operators map the space of such vectors into itself, so $v$ can be given definite occupations $n_i$ and unit norm. By (1),

$$\|E_{k+1,k}v\|^2=\langle v|[E_{k,k+1},E_{k+1,k}]|v\rangle=n_k-n_{k+1}\ge0 .$$

The occupations are therefore $2\dots2\,1\dots1\,0\dots0$. The commutators $[E_{ij},E_{j,j+1}]=E_{i,j+1}$ show that every $E_{ij}$ with $i<j$ also annihilates $v$. For two singly occupied orbitals $i<j$, this generator turns the spin arrangements $\alpha\beta$ and $\beta\alpha$ into the same double occupation with opposite signs. The coefficients of the two arrangements must be equal.

Thus $v$ is symmetric in all open-shell spins. One such state exists for each $M$, and its spin is half the number of open shells. There are then $2S$ open shells and $N/2-S$ pairs, which fixes $v$ up to a factor.

Every irreducible subspace of the sector contains such a vector: each raising step lowers $\sum_i i\,n_i$ by one, so repeated raising must end. Two orthogonal irreducible subspaces would give two highest vectors. The sector is therefore irreducible under $U(n)$. Its highest vector has steps $3\dots3\,1\dots1\,0\dots0$, and (7) makes its YK coefficients positive.

### Raising generators between YK functions

The generator $E_{k,k+1}$ acts on orbitals $k$ and $k+1$. It commutes with $\mathbf S_j$ for $j<k$, because it does not touch those orbitals, and for $j>k$ by (2). Hence $d_k$ and $d_{k+1}$ may change, while $b\equiv b_{k-1}$ and $b_{k+1}$ are fixed. Its elements do not depend on the projection of $\mathbf S_{k+1}$, which may be taken as maximal.

If orbital $k$ is empty and orbital $k+1$ holds one electron, the creator is relabelled in place. The elements for $01\to10$ and $02\to20$ are $+1$.

If orbital $k$ holds one electron and orbital $k+1$ two, the electron with the opposite spin moves. For an initial $\alpha$ electron,

$$a^\dagger_{k\alpha}a^\dagger_{k+1,\alpha}a^\dagger_{k\beta}=-a^\dagger_{k\alpha}a^\dagger_{k\beta}a^\dagger_{k+1,\alpha}.$$

For an initial $\beta$ electron, the result $a^\dagger_{k\beta}a^\dagger_{k\alpha}a^\dagger_{k+1,\beta}$ gives the same sign. The elements for $13\to31$ and $23\to32$ are $-1$.

If orbital $k+1$ is doubly occupied and orbital $k$ empty, the result is

$$a^\dagger_{k\alpha}a^\dagger_{k+1,\beta}-a^\dagger_{k\beta}a^\dagger_{k+1,\alpha},$$

which is $\sqrt2$ times a normalized singlet. Conversely, two single occupations yield a pair in orbital $k$ with amplitude $\sqrt2$ times their singlet component. Both cases need the overlap of this singlet, combined with earlier spin $b/2$, with paths 12 and 21.

Take $m_{k-1}=m_{k+1}=b$. Along path 12, (7) gives the coefficient $\sqrt{(b+1)/(b+2)}$ for $\alpha\beta$ and $-1/\sqrt{(b+1)(b+2)}$ for $\beta\alpha$. The overlap with $(\alpha\beta-\beta\alpha)/\sqrt2$ is

$$g_{12}=\frac1{\sqrt2}\,\frac{(b+1)+1}{\sqrt{(b+1)(b+2)}}=\sqrt{\frac{b+2}{2(b+1)}}. \tag{9}$$

Along path 21, which needs $b\ge1$, the coefficient of $\alpha\beta$ is zero and that of $\beta\alpha$ is $\sqrt{b/(b+1)}$. Hence

$$g_{21}=-\sqrt{\frac{b}{2(b+1)}}. \tag{10}$$

The elements for $03\to12$ and $12\to30$ are $\sqrt2\,g_{12}>0$. Those for $03\to21$ and $21\to30$ are $\sqrt2\,g_{21}<0$.

### The phase

Define

$$\boxed{\eta_d=\prod_{k:\,d_k=2,3}(-1)^{b_k},\qquad |{\rm GT},d,M\rangle=\eta_d\,|{\rm YK},d,M\rangle.}\tag{11}$$

To verify it, compare the part of $\eta$ from orbitals $k$ and $k+1$ before and after raising:

- $01\to10$: $1$ and $1$; $02\to20$: $(-1)^{b-1}$ both times. No sign change.
- $13\to31$: $(-1)^{b+1}$ and $(-1)^b$. Sign change.
- $23\to32$: $+1$ and $-1$. Sign change.
- $03\to12\to30$: $(-1)^b$ throughout. No sign change.
- $03\to21\to30$: $(-1)^b$, $(-1)^{b-1}$, $(-1)^b$. A sign change at each step.

The sign changes occur where the YK elements are negative, so all GT elements are nonnegative. For the highest vector, the doubly occupied orbitals have $b_k=0$, so $\eta=+1$.

No other phase choice satisfies the convention. Any other basis vector has a nonzero image under some $E_{k,k+1}$. A positive element ties its phase to that of a vector with smaller $\sum_i i\,n_i$. Repeating this leads to the highest vector, whose phase is fixed.

The GT coefficient of a determinant is thus $\eta_d\prod_kf_k$. If a program orders all $\alpha$ creators before all $\beta$ creators, there is a further sign $(-1)^q$. Here $q$ counts, for each $\alpha$ electron, the $\beta$ electrons in lower orbitals that its creator must pass.

### A pair left among the open shells

Suppose a doubly occupied orbital is kept in its orbital position above an open shell of spin $b/2$, and its two electrons follow the genealogical path up-down or down-up. Antisymmetrization removes the triplet part of the pair, since $a^\dagger_\sigma a^\dagger_\tau+a^\dagger_\tau a^\dagger_\sigma=0$. The singlet part has amplitude $g_{12}$ or $g_{21}$.

With the factor $2^{-1/2}$ per pair from the definition of the YK function, both paths give the same CSF up to sign when $b\ge1$, with squared norms

$$\frac{b+2}{2b+2}\quad\text{and}\quad\frac{b}{2b+2}. \tag{12}$$

For $b=1$ these are 0.75 and 0.25, as the numerical construction also finds. Two different spin functions thus do not give two different states here. Placing pairs first removes both the duplication and the loss of norm.

### Example: a triplet in six orbitals

Take six electrons in six orbitals with $S=1$, $M=0$ and $d=(1,0,1,3,2,1)$. The running values are $b_k=1,1,2,2,1,2$. At $k=4$ there are four electrons with spin 1, and (3) gives $C_2(4)=6\cdot4-8-4=12$.

The determinants are written with a for $\alpha$, b for $\beta$, 2 for a pair and 0 for an empty orbital. For a0a2bb, $m_k=1,1,2,2,1,0$. The factors different from one are

$$f_5=\sqrt{\frac{1+2+1}{6}}=0.8165,\qquad f_6=\sqrt{\frac{2-0}{4}}=0.7071,$$

with product 0.5774. For a0b2ab, $m_k=1,1,0,0,1,0$, and

$$f_3f_5f_6=0.7071\times(-0.5774)\times0.7071=-0.2887 .$$

All six YK coefficients are:

- a0a2bb: $0.5774$; b0b2aa: $-0.5774$;
- a0b2ab and b0a2ab: $-0.2887$;
- a0b2ba and b0a2ba: $0.2887$.

The squares add to $2\times0.3333+4\times0.0833=1$, within rounding. Exchanging $\alpha$ and $\beta$ in the open shells reverses each sign. This follows from (7): the exchange leaves the factors of step 1 unchanged and reverses the sign of each factor of step 2, and $d$ contains one such step.

Steps 3 and 2 occur at $b_4=2$ and $b_5=1$, so $\eta_d=(+1)(-1)=-1$. The GT coefficients are the six numbers with all signs reversed, in agreement with the vector obtained from the Casimir operators.

The relative phase appears when an electron is moved. The generator $E_{34}$ connects $d$ to $d'=(1,0,3,1,2,1)$, a change $13\to31$. For $d'$, steps 3 and 2 both occur at $b=1$, so $\eta_{d'}=+1$. The element is $-1$ between YK functions and $(+1)(-1)(-1)=+1$ between GT functions. Generator elements from one convention must therefore not be combined with determinant coefficients from the other. In this sector, 77 of the 189 triplet CSFs have $\eta=-1$.

The numerical check obtains GT functions from the generators alone and compares them with (8) and (11). The largest coefficient difference over all tested sectors is $1.7\times10^{-14}$.

## Calculated quantities

```
All quantities are dimensionless; spins in units of hbar
Example: orbitals 6  electrons 6  S = 1.0  M = 0
Step vector d = (1, 0, 1, 3, 2, 1)
k  d  N_k  S_k   a_k b_k c_k  C2(k)
1  1  1    0.5   0   1   0    1.0000
2  0  1    0.5   0   1   1    2.0000
3  1  2    1.0   0   2   1    4.0000
4  3  4    1.0   1   2   1    12.0000
5  2  5    0.5   2   1   2    21.0000
6  1  6    1.0   2   2   2    26.0000
eta of the example = -1
Determinants: 0 empty, a alpha, b beta, 2 double
Factors for k = 1..6 of the YK coefficient:
a0a2bb 1.0000 1.0000 1.0000 1.0000 0.8165 0.7071
a0b2ab 1.0000 1.0000 0.7071 1.0000 -0.5774 0.7071
a0b2ba 1.0000 1.0000 0.7071 1.0000 0.5774 0.7071
b0a2ab 1.0000 1.0000 0.7071 1.0000 -0.5774 0.7071
b0a2ba 1.0000 1.0000 0.7071 1.0000 0.5774 0.7071
b0b2aa 1.0000 1.0000 1.0000 1.0000 -0.8165 0.7071
Coefficients: YK formula, GT formula, GT from Casimirs
a0a2bb  0.577350  -0.577350  -0.577350
a0b2ab  -0.288675  0.288675  0.288675
a0b2ba  0.288675  -0.288675  -0.288675
b0a2ab  -0.288675  0.288675  0.288675
b0a2ba  0.288675  -0.288675  -0.288675
b0b2aa  -0.577350  0.577350  0.577350
Sum of squared YK coefficients = 1.000000
Raising target d' = (1, 0, 3, 1, 2, 1)  eta = 1
<d'|E_34|d> in YK phases = -1.0000
<d'|E_34|d> in GT phases = 1.0000
Determinants in the example sector = 400
Triplet CSFs in it = 189  with eta = -1: 77
Four-orbital sectors tested = 25  CSFs: 256
Largest coefficient error, all sectors = 1.7e-14
Clebsch-Gordan coefficients compared = 50
First-quantized YK functions compared = 24
Smallest |overlap| with the GT vector = 1.0000000000
Pair in place, b = 1: squared norm up-down = 0.7500
Pair in place, b = 1: squared norm down-up = 0.2500
```
